# Hartree Energy of an Anisotropic Gaussian from Sheet to Thread

An electron cloud can be squeezed into a thin sheet or drawn out into a long thread. Its electrostatic energy responds differently in the two cases: the sheet keeps a finite energy as its thickness vanishes, whereas a thread of fixed length does not as its cross-section vanishes. To follow this crossover numerically, it helps to have a quadrature that remains accurate when the widths of the cloud differ by many powers of ten.

## The energy as a single integral

Take the Gaussian density of \(N\) electrons

\[
n(\mathbf r)=\frac{N}{(2\pi)^{3/2}abc}\exp\!\left(-\frac{x^2}{2a^2}-\frac{y^2}{2b^2}-\frac{z^2}{2c^2}\right),\qquad a\ge b>0,\; c>0 .
\]

The algebra uses atomic units. The Hartree energy, self-interaction included, is

\[
U=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

Nonuniform scaling along \(z\) means \(n_\lambda(x,y,z)=\lambda n(x,y,\lambda z)\). It preserves \(N\) and replaces \(c\) by \(c/\lambda\). Large \(\lambda\) flattens the cloud (oblate limit) and small \(\lambda\) lengthens it (prolate limit).

Since \(\int_0^\infty e^{-u^2t^2}dt=\sqrt\pi/(2u)\),

\[
\frac1u=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2t^2}\,dt .
\]

Let \(\mathbf u=\mathbf r-\mathbf r'\), with both positions drawn independently from \(n/N\). Variances of independent variables add, so a component of \(\mathbf u\) along an axis of width \(\sigma\) is Gaussian with variance \(2\sigma^2\), and

\[
\langle e^{-t^2u_i^2}\rangle=\frac{1}{\sqrt{4\pi\sigma^2}}\int_{-\infty}^{\infty} e^{-u_i^2\left(t^2+1/4\sigma^2\right)}du_i=\frac{1}{\sqrt{1+4\sigma^2t^2}} .
\]

All integrands are positive, so the order of integration may be exchanged. With \(U=\tfrac12N^2\langle1/u\rangle\) the prefactor is \(N^2/\sqrt\pi\); the substitution \(s=2t\) halves it:

\[
U=\frac{N^2}{2\sqrt\pi}\,I,\qquad
I=\int_0^\infty\frac{ds}{\sqrt{(1+a^2s^2)(1+b^2s^2)(1+c^2s^2)}} .
\]

For equal widths \(\sigma\), the antiderivative \(s/\sqrt{1+\sigma^2s^2}\) gives \(I=1/\sigma\). In general, \(s=t^{-1/2}\) turns \(I\) into \(\tfrac12\int_0^\infty dt/\sqrt{(t+a^2)(t+b^2)(t+c^2)}\), which is Carlson's symmetric elliptic integral \(R_F(a^2,b^2,c^2)\). It is available in numerical libraries and serves below as the reference for the quadrature.

## What a uniform grid does wrong

The obvious next step is an equally spaced grid in \(s\), cut off at some \(S\). For a flat cloud and \(1/b\ll S\ll1/c\), the integrand beyond \(S\) is close to \(1/(abs^2)\) until \(s\) reaches \(1/c\). The cutoff therefore loses about \(1/(abS)\). As shown below, a small thickness \(c\) lowers \(I\) by \(c/(ab)\), so the cutoff imitates a thickness \(1/S\) and spoils the quantity sought. To resolve the thickness correction \(c/(ab)\), rather than only the planar value of \(I\), one needs \(S\gg1/c\), with a spacing below \(1/a\).

For a long cloud the spacing must be of order \(1/c\), while the grid must reach past about \(1/a\). The part of \(I\) beyond \(S\) is at most \(1/(acS)\) whatever \(b\) is, so a small \(b\) need not be resolved. In the flat case, when the thickness correction is sought, the number of points therefore grows as \(a/c\) times a logarithm, because the step error must also fall below \(c/(ab)\). In the long case it grows as \(c/a\), up to logarithmic factors, as long as the relative tolerance \(\varepsilon\) keeps \(\varepsilon\ln(c/a)\) below 1; beyond that the cutoff may drop below \(1/a\) and the power becomes \((c/a)^{1-\varepsilon}\). For \(a=1\), \(b=0.6\) and \(c=800\) Å, trapezoidal step and cutoff errors of 0.5% each already need about 2000 points; as \(b\) shrinks toward zero the count levels off near 11000. Below, \(\sigma_{\max}\) and \(\sigma_{\min}\) denote the largest and smallest width.

The scales \(1/\sigma_i\) are far apart in \(s\) but only moderately apart in \(\ln s\). Put \(s=e^x\):

\[
I=\int_{-\infty}^{\infty}f(x)\,dx,\qquad f(x)=e^x\prod_i(1+\sigma_i^2e^{2x})^{-1/2}.
\]

Now \(f\) decays as \(e^x\) on the left and as \(e^{-2x}\) on the right, and the trapezoidal rule suits it well.

## An error bound independent of shape

For nodes \(x_0+jh\), Poisson summation gives

\[
h\sum_j f(x_0+jh)=\sum_{m=-\infty}^{\infty}e^{-2\pi imx_0/h}\,\hat f\!\left(\frac{2\pi m}{h}\right),\qquad \hat f(k)=\int f(x)e^{ikx}dx .
\]

The term \(m=0\) is \(I\); the others are the error. The singularities of \(f\) nearest the real axis satisfy \(\sigma_i^2e^{2x}=-1\), so they have \(\operatorname{Im}x=\pm\pi/2\) whatever the widths. For \(k>0\) the contour can be moved to \(x+i\theta\), \(0<\theta<\pi/2\), which produces a factor \(e^{-k\theta}\). With \(z=\sigma_i^2e^{2x}\ge0\),

\[
|1+ze^{2i\theta}|^2=(1+z)^2-4z\sin^2\theta\ge(1+z)^2\cos^2\theta ,
\]

because \(4z\le(1+z)^2\). Three such factors, each to the power \(-1/2\), give \(|f(x+i\theta)|\le f(x)(\cos\theta)^{-3/2}\). Negative \(k\) is treated by the opposite shift. Summing the geometric series over \(m\) yields

\[
\frac{|\text{step error}|}{I}\le\frac{2(\cos\theta)^{-3/2}}{e^{2\pi\theta/h}-1}.
\]

Writing \(\theta=\pi/2-\delta\) with small \(\delta\), the bound varies as \(\delta^{-3/2}e^{2\pi\delta/h}\), which is smallest at \(\delta=3h/(4\pi)\). With this choice the bound is \(4.0\times10^{-3}\) for \(h=1\), \(5.8\times10^{-7}\) for \(h=0.5\) and \(4.4\times10^{-15}\) for \(h=0.25\). Over six test shapes with width ratios from 1 up to \(1.7\times10^6\), each with ten node offsets, the largest relative errors against \(R_F\) for the first two steps were \(6.5\times10^{-4}\) and \(4.7\times10^{-8}\).

The infinite sum must still be cut. Let the nodes start at \(L=-\ln\sigma_{\max}-37\) and reach at least \(R=-\ln\sigma_{\min}+20\). Since \(f\le e^x\), the nodes omitted on the left contribute at most

\[
e^L\frac{h}{e^h-1}\le e^L=\frac{e^{-37}}{\sigma_{\max}} .
\]

Since \(f\le e^{-2x}/(abc)\) and \(h/(e^{2h}-1)\le\tfrac12\), those on the right contribute at most

\[
\frac{e^{-2R}}{2abc}=\frac{\sigma_{\min}^2e^{-40}}{2abc}\le\frac{e^{-40}}{2\sigma_{\max}} .
\]

Replacing every width by the largest shows that \(I\ge1/\sigma_{\max}\), so the relative losses are below \(e^{-37}\) and \(e^{-40}/2\). The node count is about \([57+\ln(\sigma_{\max}/\sigma_{\min})]/h\): anisotropy enters through its logarithm.

The algorithm is then: choose \(h=0.25\), place nodes from \(L\) to \(R\), and add \(hf\).

## A local exponent from the same sum

The crossover is measured by \(p_i=-\partial\ln I/\partial\ln\sigma_i\). Differentiating under the integral, with \(F(s)\) the integrand of \(I\),

\[
p_i=\frac1I\int_0^\infty\frac{\sigma_i^2s^2}{1+\sigma_i^2s^2}\,F(s)\,ds .
\]

Every term is positive, so the sum on the same nodes has no cancellation. Because \(c\) scales as \(1/\lambda\), \(p_z=d\ln U/d\ln\lambda\). Also \(sF'=-F\sum_i\sigma_i^2s^2/(1+\sigma_i^2s^2)\), while \(\int sF'ds=[sF]_0^\infty-I=-I\). Hence \(p_x+p_y+p_z=1\), which expresses \(U\propto1/\text{length}\) under uniform scaling.

## The flat limit

Let \(G(s)=[(1+a^2s^2)(1+b^2s^2)]^{-1/2}\) and \(m=1-b^2/a^2\). Substitute \(s=\cot\psi/a\), so that \(|ds|=d\psi/(a\sin^2\psi)\). With \(D=\sqrt{1-m\cos^2\psi}\),

\[
1+a^2s^2=\frac1{\sin^2\psi},\qquad 1+b^2s^2=\frac{D^2}{\sin^2\psi},\qquad G=\frac{\sin^2\psi}{D}.
\]

At \(c=0\) this gives \(\int_0^\infty G\,ds=\frac1a\int_0^{\pi/2}d\psi/D=K(m)/a\), where \(K\) is the complete elliptic integral of the first kind with parameter \(m\).

For \(c>0\), \(I\) is lower by \(\int Gw\,ds\), where \(w=1-(1+c^2s^2)^{-1/2}\). Expanding \(w\) in \(c^2\) at once would fail, since \(\int s^2G\,ds\) diverges. Split off the tail by writing \(G=1/(abs^2)-[1/(abs^2)-G]\). With \(v=cs\), the tail contributes

\[
\frac{c}{ab}\int_0^\infty\frac{1-(1+v^2)^{-1/2}}{v^2}dv=\frac{c}{ab}\left[\frac{\sqrt{1+v^2}-1}{v}\right]_0^\infty=\frac{c}{ab}.
\]

In the rest, \(0\le w/c^2\le s^2/2\), with \(w/c^2\to s^2/2\) as \(c\to0\). The function \(1/(ab)-s^2G\) is nonnegative and falls as \(s^{-2}\), so dominated convergence gives

\[
I=\frac{K(m)}a-\frac{c}{ab}+\frac{c^2}{2}M+o(c^2),\qquad M=\int_0^\infty\left(\frac1{ab}-s^2G\right)ds .
\]

To evaluate \(M\), use \(s^2G=\cos^2\psi/(a^2D)\) and integrate by parts with \(-\cot\psi\) as the antiderivative of \(1/\sin^2\psi\). The boundary terms vanish, because the bracket below is \(O(\psi^2)\) at \(\psi=0\):

\[
M=\frac1{a^3}\int_0^{\pi/2}\left(\frac ab-\frac{\cos^2\psi}{D}\right)\frac{d\psi}{\sin^2\psi}
=\frac1{a^3}\int_0^{\pi/2}\frac{\cos^2\psi\,(2-m\cos^2\psi)}{D^3}d\psi .
\]

Here \(D'=m\sin\psi\cos\psi/D\) was used. The numerator equals \((1-D^4)/m\), so \(M=\frac1{ma^3}\int(D^{-3}-D)\,d\psi\). Differentiation also gives

\[
m\frac{d}{d\psi}\frac{\sin\psi\cos\psi}{D}=\frac{1-m}{D^3}-D .
\]

The left side integrates to zero, so \(\int D^{-3}d\psi=E(m)/(1-m)\), where \(E(m)=\int D\,d\psi\) is the complete elliptic integral of the second kind. Therefore \(M=E/[a^3(1-m)]=E(m)/(ab^2)\); the case \(m=0\) follows by continuity.

The limit \(N^2K(m)/(2\sqrt\pi\,a)\) is the Hartree energy of the planar density with the interaction still \(1/u\). The expansion requires \(c\ll b\), not merely \(c\ll a\).

## The long limit

Since \(c/\sqrt{1+c^2s^2}\) is the derivative of \(\operatorname{asinh}(cs)\), integration by parts gives

\[
cI=\int_0^\infty\operatorname{asinh}(cs)\,[-G'(s)]\,ds .
\]

The weight \(-G'\) is positive and integrates to \(G(0)=1\). Write \(\operatorname{asinh}v=\ln2v+\rho(v)\), where \(\rho(v)=\ln\{[1+\sqrt{1+v^{-2}}]/2\}\) and \(0\le\rho\le1/(4v^2)\). Then

\[
cI=\ln2c+\int_0^\infty\ln s\,(-G')\,ds+\int_0^\infty\rho(cs)(-G')\,ds .
\]

For the middle term, let \(\mathbf X\) be a planar Gaussian vector with independent components of widths \(a,b\). Then \(G(s)=\langle e^{-s^2|\mathbf X|^2/2}\rangle\). Differentiating and setting \(v=s|\mathbf X|\),

\[
\int_0^\infty\ln s\,(-G')\,ds=\kappa-\langle\ln|\mathbf X|\rangle,\qquad \kappa=\int_0^\infty v\,e^{-v^2/2}\ln v\,dv .
\]

Write \(\mathbf X=(aQ\cos\varphi,\,bQ\sin\varphi)\), where \(\varphi\) is uniform and \(Q\) has density \(Qe^{-Q^2/2}\), so \(\langle\ln Q\rangle=\kappa\). As a complex number,

\[
|\mathbf X|=Q\left|\frac{a+b}2+\frac{a-b}2e^{-2i\varphi}\right| .
\]

With \(q=(a-b)/(a+b)<1\), \(\ln|1+qe^{-2i\varphi}|\) is the real part of a series in \(e^{-2i\varphi}\) without a constant term, so its angular mean is zero. Hence \(\langle\ln|\mathbf X|\rangle=\kappa+\ln[(a+b)/2]\), \(\kappa\) cancels, and

\[
cI=\ln\frac{4c}{a+b}+\frac{a^2+b^2}{4c^2}\ln\frac ca+O(c^{-2}).
\]

The correction comes from \(1/c<s<1/a\), where \(-G'\approx(a^2+b^2)s\) and \(\rho\approx1/(4c^2s^2)\). The regions outside, and the next terms inside, contribute \(O(c^{-2})\).

So \(U\) vanishes as \(\lambda\ln(1/\lambda)\) when the cloud is stretched. If instead \(a\) and \(b\) shrink by a common factor \(\mu\) at fixed \(c\), \(U\) grows by \(N^2\ln\mu/(2\sqrt\pi\,c)\) to leading order. There is no finite line limit, because \(1/|z|\) is not integrable at contact.

## Worked example

Take the model values \(N=2\), \(a=1.0\), \(b=0.6\) and \(c=0.8\) Å at \(\lambda=1\). With lengths in Å, the Coulomb constant 14.3996 eV Å multiplies \(U\), so the prefactor of \(I\) is \(14.3996\times4/(2\sqrt\pi)=16.248\) eV Å. The rule uses 232 nodes and gives \(I=1.25526\) Å⁻¹, hence \(U=20.396\) eV (0.7495 hartree).

Random sampling of both positions gives \(20.360\pm0.011\) eV. This is 0.18% low, or 3.2 standard errors, a deviation expected about once in a thousand runs. It passes the program's limit of four standard errors, but confirms the energy only to about 0.2%. Spherical quadrature over \(\mathbf u\), which takes the doubled variances as given, reproduces 20.395715 eV to all printed digits.

For the flat limit, a polynomial through seven values of \(I\), with \(c\) halved successively from 0.12 Å, gives coefficients 1.99530, −1.66667 and 1.77271 in powers of Å⁻¹. They agree with the formulas to these digits. The planar energy is \(16.248\times1.99530=32.420\) eV (1.1914 hartree).

For the long limit, \(cI\) at \(c=10^4\) and \(10^5\) Å has slope 1.000000 against \(\ln c\). Its intercept gives \(a+b=1.600000\) Å; a geometric mean width would have required \(2\sqrt{ab}=1.549\) Å. Once \(a,b\ll c\), each further tenfold pinch at \(c=0.8\) Å adds \(16.248\times\ln10/0.8=46.77\) eV, as found between pinch factors \(10^3\) and \(10^4\). The first pinch from the model widths adds less: by uniform scaling of the \(\lambda=0.1\) row below, it gives \(10\times6.111=61.11\) eV, a gain of 40.71 eV.

In the table, "limit" is the long formula \(\ln[4c/(a+b)]/c\) for \(\lambda<1\) and the three-term flat formula otherwise, each times the prefactor.

| \(\lambda\) | \(U\) (eV) | limit (eV) | \(p_z\) |
|---|---|---|---|
| 0.001 | 0.1544 | 0.1544 | 0.868 |
| 0.1 | 6.111 | 6.084 | 0.675 |
| 1 | 20.396 | 29.190 | 0.337 |
| 10 | 30.422 | 30.438 | 0.061 |
| 1000 | 32.399 | 32.399 | 0.001 |

At \(\lambda=1\) the flat formula fails, as it should with \(c>b\). At \(\lambda=0.001\), \(p_z\) is still well below 1: differentiating the leading long formula gives \(p_z\approx1-1/\ln[4c/(a+b)]=1-1/\ln2000=0.868\). The exponent approaches its limit only logarithmically.

## What this demands of an exchange functional

For a two-electron singlet with one doubly occupied orbital, \(n=2|\phi|^2\). Each spin contributes \(-\tfrac12\iint|\phi|^2|\phi'|^2/u\), so \(E_x=-\tfrac14\iint nn'/u=-U/2\). Exchange for this density must therefore stay finite in the flat limit and vanish as \(\lambda\ln(1/\lambda)\) in the long one.

The local density approximation has \(E_x\propto-\int n^{4/3}d^3r\). Scaling gives \(\lambda^{4/3}\) from the density and \(\lambda^{-1}\) from the volume, hence \(\lambda^{1/3}\) throughout. It diverges in the flat limit and decays too slowly in the long one. At \(\lambda=1\) it gives −8.87 eV against −10.20 eV, a ratio of 0.87; the ratio rises to 5.5 at \(\lambda=1000\) and to 11.5 at \(\lambda=0.001\). Reasonable agreement for a compact cloud thus does not carry over to either change of dimension. The numerical check below tests the quadrature, both limits and the closed form of local exchange (against a grid evaluation at \(\lambda=0.01\), 1 and 100); exact exchange is taken there as \(-U/2\).

## Values computed for the example and the checks

```
electrons N = 2
widths a, b, c = 1.0, 0.6, 0.8 angstrom
Coulomb constant = 14.399645 eV angstrom
I at lambda=1 = 1.25525535 1/angstrom
U at lambda=1 = 20.395715 eV = 0.749529 hartree
U by sampling = 20.3600 +- 0.0110 eV
U by spherical quadrature = 20.395715 eV
exponents p_x, p_y, p_z = 0.398309 0.264333 0.337358
nodes at step 0.25, lambda=1: 232
largest relative error, step 0.25: 1.1e-16
step 1.0: largest relative error 6.46e-04, bound 4.03e-03
step 0.5: largest relative error 4.71e-08, bound 5.84e-07
step 0.25: bound 4.40e-15
elliptic parameter m = 0.6400
K(m) = 1.99530278, E(m) = 1.27634994
flat coefficient of c^0: extracted 1.9953028, formula 1.9953028 angstrom^-1
flat coefficient of c^1: extracted -1.6666667, formula -1.6666667 angstrom^-2
flat coefficient of c^2: extracted 1.7727079, formula 1.7727083 angstrom^-3
planar limit of U = 32.420198 eV = 1.191420 hartree
long limit: slope of cI against ln c = 0.99999999
long limit: extracted a+b = 1.6000000 angstrom
for contrast 2 sqrt(ab) = 1.5491933 angstrom
long remainder: log coefficient 0.33996, formula 0.34000 angstrom^2
U gain per tenfold pinch of x,y = 46.76618 eV
lambda | c/lambda (angstrom) | U (eV) | limit formula (eV) | p_z | local/exact exchange
0.001 | 800 | 0.154377 | 0.154377 long | 0.868438 | 11.4898
0.01 | 80 | 1.076157 | 1.076105 long | 0.811355 | 3.5510
0.1 | 8 | 6.110946 | 6.084430 long | 0.674611 | 1.3473
1 | 0.8 | 20.395715 | 29.190043 flat | 0.337358 | 0.8697
10 | 0.08 | 30.422244 | 30.438105 flat | 0.060610 | 1.2561
100 | 0.008 | 32.205381 | 32.205398 flat | 0.006614 | 2.5564
1000 | 0.0008 | 32.398552 | 32.398552 flat | 0.000668 | 5.4748
p_z from long formula at lambda=0.001: 0.868437
p_z from flat formula at lambda=1000: 0.000668
exact exchange at lambda=1 = -10.197858 eV
local exchange at lambda=1 = -8.868804 eV
```
